# Hubbard U Depends on How the Electrons Are Counted

## One metal orbital, one ligand, two electrons

Take a metal orbital $d$ and a ligand orbital $p$, orthonormal, sharing two electrons of opposite spin in the same spatial state. The $p$ level is at zero, the $d$ level at $\varepsilon_d=1$ eV, and the hopping element is $-t$ with $t=1.5$ eV. Only one orbital of the $d$ shell is kept. These are round model parameters.

Let $q$ be the number of $d$ electrons, both spins together, so that $p$ holds $2-q$. The electrons interact in mean field through the energy

$$
E_{\rm int}=\tfrac12\sum_{ij}K_{ij}(q_i-q_i^{\rm ref})(q_j-q_j^{\rm ref}),
$$

with $q_d^{\rm ref}=q_p^{\rm ref}=1$, $K_{dd}=8$ eV, $K_{pp}=5$ eV and $K_{dp}=2$ eV. Put $\delta=q-1$. The ligand deviation is then $-\delta$, and the potentials $\partial E_{\rm int}/\partial q_i$ are

$$
v_d=(K_{dd}-K_{dp})\delta,\qquad v_p=(K_{dp}-K_{pp})\delta .
$$

A shift common to both orbitals moves no charge, so only the difference matters:

$$
v_d-v_p=k\,\delta,\qquad k=K_{dd}+K_{pp}-2K_{dp}=8+5-4=9\ \text{eV}.
$$

To measure $U$ by linear response, add a potential of strength $\alpha$ to the $d$ orbital and record how $q$ changes. The level difference is $\Delta=\varepsilon_d+k\delta+\alpha$. Apart from a common shift, the Hamiltonian has diagonal elements $\pm\Delta/2$ and off-diagonal element $-t$. Its lower eigenvalue is $-S/2$, with $S=\sqrt{\Delta^2+4t^2}$.

For a normalized eigenstate, the derivative of the eigenvalue is the expectation value of the derivative of the Hamiltonian. Hence $(c_d^2-c_p^2)/2=-\Delta/(2S)$. With $c_d^2+c_p^2=1$ this gives

$$
q=2c_d^2=1-\frac{\Delta}{S},\qquad
\frac{dq}{d\Delta}=-\frac1S+\frac{\Delta^2}{S^3}=-\frac{4t^2}{S^3}.
$$

Without $\alpha$, self-consistency gives $q=0.917$, so $\Delta\approx0.25$ eV and $S\approx3.01$ eV. Two responses are needed. In the first, $\chi_0$, the interaction potential is frozen at its unperturbed value:

$$
\chi_0=-\frac{4t^2}{S^3}=-0.3299\ \text{eV}^{-1}.
$$

In the second, $\chi$, the interaction potential follows the charge:

$$
\delta q=\chi_0(\alpha+k\,\delta q)
\quad\Rightarrow\quad
\chi=\frac{\delta q}{\alpha}=\frac{\chi_0}{1-k\chi_0}=-0.0831\ \text{eV}^{-1}.
$$

Dividing $1-k\chi_0$ by $\chi_0$ gives $\chi^{-1}=\chi_0^{-1}-k$. Linear response therefore returns

$$
U=\chi_0^{-1}-\chi^{-1}=-3.03+12.03=9.00\ \text{eV}=1.442\times10^{-18}\ \text{J}.
$$

Both responses are negative because raising the level drives electrons away. The interaction opposes this flow, so $|\chi|<|\chi_0|$ and $U>0$.

## The same atom, counted in a sphere

Now count only the $d$ charge inside a sphere of radius $R=100$ pm around the metal. The atom, its surroundings and its interactions stay as they were.

Let the radial function, including its factor $r$, be

$$
u(r)=\sqrt{\frac{2\kappa}{6!}}\,x^3e^{-x/2},\qquad x=2\kappa r,\quad \kappa=0.05\ \text{pm}^{-1}.
$$

It is normalized because $dr=dx/(2\kappa)$ and $\int_0^\infty x^6e^{-x}dx=6!$. The part of its norm inside the sphere is, after repeated integration by parts,

$$
\lambda=\int_0^R u^2dr=\frac1{6!}\int_0^X x^6e^{-x}dx
=1-e^{-X}\sum_{m=0}^{6}\frac{X^m}{m!},\qquad X=2\kappa R .
$$

Here $X=10$ and $\lambda=0.870$. Assume that the ligand orbital has no weight in the sphere. This is an idealization: ligand tails do reach into real spheres, and a ligand weight of only 0.02 would raise the sphere value found below by about 5%. If $P=|d\rangle\langle d|$ counts the full orbital, the sphere operator acts in this model as $P_R=\lambda P$.

This operator enters twice. The recorded charge is $\lambda q$, which gives one factor $\lambda$. The applied potential is $\alpha P_R=\alpha\lambda P$, so the orbital is also pushed by a strength reduced by $\lambda$. Both responses acquire $\lambda^2=0.757$:

$$
\chi_0^R=\lambda^2\chi_0=-0.2496\ \text{eV}^{-1},\qquad
\chi^R=\lambda^2\chi=-0.0629\ \text{eV}^{-1}.
$$

The equal factors do not cancel, because $U$ is a difference of inverses and not a ratio:

$$
U_R=-4.01+15.90=11.89\ \text{eV}=1.906\times10^{-18}\ \text{J}
=\frac{U}{\lambda^2}.
$$

One atom in one environment has given 9.00 eV and 11.89 eV. A value of $U$ labelled by the element alone is therefore incomplete.

The two values describe the same physics. A charge fluctuation $\delta q$ is recorded in the sphere as $\delta q_R=\lambda\,\delta q$, and

$$
\tfrac12U_R(\delta q_R)^2=\tfrac12\frac{U}{\lambda^2}\lambda^2(\delta q)^2=\tfrac12U(\delta q)^2 .
$$

A smaller count needs a larger energy per squared count.

## The general statement and its proof

Let $P_I$ count electrons on site $I$, and let another set of operators be $P'_I=w_IP_I$ with constants $w_I>0$. Let each set be used both to push and to count. The responses are taken about the same ground state, computed without a +U term, and the response matrices are assumed invertible. Then

$$
\boxed{\;U'_{IJ}=\frac{U_{IJ}}{w_Iw_J}\;}
$$

For the proof, write the added potential as

$$
\sum_J\alpha'_JP'_J=\sum_J(w_J\alpha'_J)P_J .
$$

It is the old perturbation with strengths $\alpha_J=w_J\alpha'_J$. The new occupations are $q'_I=w_Iq_I$. By the chain rule,

$$
\chi'_{IJ}=\frac{\partial q'_I}{\partial\alpha'_J}
=w_I\frac{\partial q_I}{\partial\alpha_J}\frac{\partial\alpha_J}{\partial\alpha'_J}
=w_I\chi_{IJ}w_J .
$$

Nothing here depends on whether the interaction potential is frozen, so $\chi_0$ obeys the same rule. With $W$ the diagonal matrix of the $w_I$,

$$
U'=(W\chi_0W)^{-1}-(W\chi W)^{-1}
=W^{-1}(\chi_0^{-1}-\chi^{-1})W^{-1},
$$

which is the boxed result. The form of the interaction was not used.

The condition that the same operator pushes and counts is needed. If the full orbital is pushed but the sphere charge is recorded, each response gains one factor $\lambda$, and the result is $U/\lambda=10.35$ eV.

The weight $w$ depends on the projector as well as on the radius. Let $\theta$ cut a function off at $R$.

- The truncated orbital $\theta d$ has overlap $\langle\theta d|d\rangle=\lambda$ with the full one. The operator $|\theta d\rangle\langle\theta d|$ therefore has $w=\lambda^2$, and $U/\lambda^4=15.72$ eV.
- The norm of $\theta d$ is $\sqrt\lambda$. After renormalization the overlap is $\lambda/\sqrt\lambda=\sqrt\lambda$, so $w=\lambda$ and $U$ is again 11.89 eV.
- Sphere charge divided by $\lambda$ has $w=1$ and returns 9.00 eV.

## The surroundings also enter

The value $k=K_{dd}+K_{pp}-2K_{dp}$ already contains the ligand. Lowering $K_{pp}$ from 5 to 4 eV, with the metal orbital untouched, lowers the full-orbital $U$ from 9 to 8 eV. Changing the hopping to 1.0 eV alters both responses, to $-0.494$ and $-0.091$ eV$^{-1}$, yet $U$ stays at 9 eV. In this model the hopping drops out of the difference of inverses, because the displaced charge has only one ligand orbital to go to. With several ligand orbitals the hoppings decide how that charge is shared, and $U$ can depend on them.

With several metal sites and one ligand, charge conservation gives $\delta q_p=-\sum_J\delta q_J$. The interaction potential on site $I$, measured from that on the ligand, is

$$
\delta v_I-\delta v_p=\sum_J(K_{IJ}-K_{Ip}-K_{pJ}+K_{pp})\,\delta q_J .
$$

The bracket takes the place of $k$, and the argument for one site gives $U_{IJ}$ equal to it.

Consider two unequal sites with $K_{AA}=8$, $K_{BB}=6$, $K_{AB}=1.5$, $K_{pp}=5$ and $K_{Ap}=K_{Bp}=2$ eV. The full-orbital values are $U_{AA}=9$, $U_{BB}=7$ and $U_{AB}=1.5-2-2+5=2.5$ eV. Spheres of 100 and 120 pm have norms 0.870 and 0.954, and the values become

$$
\frac{9}{0.870^2}\approx11.89,\qquad
\frac{7}{0.954^2}\approx7.69,\qquad
\frac{2.5}{0.870\times0.954}\approx3.01\ \text{eV}.
$$

The numerical check confirms these values from finite differences of self-consistent solutions.

## When a new radius is more than a rescaling

In the projector augmented-wave (PAW) method, the $d$ part of a state inside the augmentation sphere is a sum of partial waves with radial functions $u_i$ and coefficients $c_i$. Its charge within $R$ is $\sum_{ij}c_i^*c_j\int_0^Ru_iu_jdr$. If the ratios of the $c_i$ are fixed and the same in all occupied states, there is one radial shape and one norm. If the perturbation changes them, no single factor describes the sphere.

To see the effect, add to the two-orbital model a second radial function $d'$ with the same angular part:

$$
u'=\sqrt{\frac{2\kappa}{7!}}\,x^3(7-x)e^{-x/2}.
$$

It is normalized, since $49\cdot6!-14\cdot7!+8!=7!$. Because $x^6(7-x)e^{-x}$ is the derivative of $x^7e^{-x}$,

$$
s=\int_0^Ruu'dr=\frac{X^7e^{-X}}{\sqrt{6!\,7!}} .
$$

This vanishes as $R\to\infty$, so the two functions are orthogonal over all space. In a finite sphere $s\neq0$, and the sphere operator mixes them.

Let $d'$ have no hopping to the ligand and a bare level at 20 eV, and let the interaction depend on the total metal charge $N=q_d+q_{d'}$. Without a perturbation $d'$ is empty. It lies $G=20.6$ eV above the occupied level. Write $c$ for the full-orbital $\chi_0=-0.330$ eV$^{-1}$.

With the interaction potential frozen, a push $\alpha P_R$ has two first-order effects. It changes $q_d$ by $c\lambda\alpha$, as before. It also mixes $d'$ into the occupied state with amplitude $a'=-\alpha sc_d/G$. The recorded charge, $2(\lambda c_d^2+2sc_da')$ to first order in $a'$, changes by

$$
\lambda^2c\,\alpha-\frac{4s^2c_d^2}{G}\alpha
=\lambda^2c(1+\eta)\alpha,\qquad
\eta=-\frac{2q_ds^2}{G\lambda^2c},
$$

where $q_d=2c_d^2$. Since $c<0$, $\eta$ is positive.

Next let the interaction respond. It adds the potential $k\,\delta N$ equally to $d$ and $d'$, relative to the ligand, and so does not mix them. The amplitude $a'$ changes $N$ only in second order, so $\delta N=c(\lambda\alpha+k\,\delta N)$, or $\delta N=c\lambda\alpha/(1-kc)$. The potential $k\,\delta N$ adds $\lambda ck\,\delta N$ to the recorded charge. Therefore

$$
\chi^R=\lambda^2c\left[1+\eta+\frac{kc}{1-kc}\right]
=\lambda^2c\,\frac{1+\eta-\eta kc}{1-kc}.
$$

Subtracting the inverses,

$$
U_R=\frac1{\lambda^2c}\left[\frac1{1+\eta}-\frac{1-kc}{1+\eta-\eta kc}\right].
$$

Over the common denominator, the numerator is $(1+\eta-\eta kc)-(1-kc)(1+\eta)=kc$, so

$$
U_R=\frac{k}{\lambda^2}\,\frac1{(1+\eta)(1+\eta-\eta kc)} .
$$

For $\eta=0$ the rigid rule returns. For $\eta>0$, with $kc<0$, both factors in the denominator exceed one, and in this model the rigid rule overestimates $U$.

| $R$ (pm) | $\lambda$ | $\eta$ | rigid rule (eV) | relaxed (eV) |
|---|---|---|---|---|
| 80 | 0.687 | 0.078 | 19.09 | 13.53 |
| 100 | 0.870 | 0.020 | 11.89 | 10.79 |
| 120 | 0.954 | 0.004 | 9.89 | 9.69 |
| 150 | 0.992 | 0.000 | 9.14 | 9.13 |

Relative to the relaxed value, the rigid rule is 41% too high at 80 pm and 10% too high at 100 pm. The factor $1/\lambda^2$ is thus a conversion for a rigid shape. When the shape can change, $U$ has to be recomputed with the new operator.

## Converting U does not convert the whole +U energy

Return to the rigid orbital. Let $n=q/2$ be its occupation per spin, and use the correction

$$
E_U=\frac U2\sum_\sigma n_\sigma(1-n_\sigma).
$$

With an operator of weight $w$, the occupation entering this formula is $wn_\sigma$. Inserting the converted value $U'=U/w^2$ gives

$$
E'_U=\frac{U}{2w^2}\sum_\sigma wn_\sigma(1-wn_\sigma)
=\frac U2\sum_\sigma\left(\frac{n_\sigma}{w}-n_\sigma^2\right).
$$

The quadratic term agrees with the full-orbital formula, but the linear term does not. The difference is

$$
E'_U-E_U=\frac U2\left(\frac1w-1\right)\sum_\sigma n_\sigma .
$$

This raises the $d$ level by $U(1/w-1)/2$, which is 0.67 eV for the 100 pm sphere. A completely filled orbital, for which $E_U=0$, now costs 0.67 eV per spin.

Minimizing the total energy with both spins held in the same spatial state, $n_\uparrow=n_\downarrow=n$, gives these $d$ occupations:

- full orbital, $U=9.00$ eV: 0.867
- sphere, same $U=9.00$ eV: 0.825
- sphere, converted $U=11.89$ eV: 0.779

The constraint matters. Per spin, the hopping energy $-2t\sqrt{n(1-n)}$ has curvature $t/(2[n(1-n)]^{3/2})$, between 6.2 and 6.5 eV at these solutions, while the correction has curvature $-9$, $-6.8$ and $-9$ eV. The interaction depends on $q$ alone and does not resist a spin imbalance, so all three solutions are unstable to $n_\uparrow\neq n_\downarrow$. The spin-polarized minima have $q=0.928$, $0.840$ and $0.870$, and there the converted value is the closer one. The rest of this comparison keeps equal spin occupations. For these, the converted value lies farther from the full-orbital result than the unconverted one. The level shifts show why. For a general pair $(U',w)$, the correction shifts the $d$ level by $U'w(\tfrac12-wn)$. At the full-orbital solution, $n=0.4336$, the shifts are

$$
\begin{aligned}
\text{full orbital:}\quad &9(0.5-0.4336)\approx0.60\ \text{eV},\\
\text{sphere, same }U:\quad &9(0.870)(0.5-0.870\times0.4336)\approx0.96\ \text{eV},\\
\text{sphere, converted }U:\quad &0.60+0.67=1.27\ \text{eV}.
\end{aligned}
$$

A larger upward shift drives more charge to the ligand. The ordering depends on the occupation. The excess over the full-orbital shift is $U(1-w)/(2w)$ with the converted value and $U(1-w)[(1+w)n-\tfrac12]$ with the unconverted one. Compared at the same $n$, the first is the larger in magnitude only for $n<1/(2w)$, about 0.57 here. At $n=1/(2w)$ both sphere shifts vanish, so the two self-consistent sphere solutions coincide when their own occupation per spin reaches this value. Lowering $\varepsilon_d$ until this happens puts the full-orbital occupation per spin at about 0.62, and for a fuller orbital the order of these equal-spin occupations reverses. Keeping $U=9$ eV is no general remedy, because it multiplies the linear term of $E_U$ by $w=0.870$ and the quadratic term by $w^2=0.757$. For a rigid shape, the full-orbital energy is recovered by converting $U$ and also subtracting the linear difference above. Dividing the sphere occupations by $\lambda$ and keeping $U=9$ eV has the same effect, since $n$ itself then enters $E_U$.

A transferable statement of $U$ must therefore name the projector, its radius and normalization, the surroundings in which the response was computed, and the +U energy formula in which the value is to be used.

## Values computed for the example and the checks

```
decay constant kappa = 0.050 1/pm
d level, hopping = 1.00, 1.50 eV; p level = 0 eV
K_dd, K_pp, K_dp = 8.0, 5.0, 2.0 eV
reference occupations d, p = 1.0, 1.0
sphere radius = 100 pm, norm lam = 0.8699
lam^2 = 0.7567, 1/lam^2 = 1.3216
d occupation without +U = 0.9167
full orbital: chi0 = -0.32987, chi = -0.08312 1/eV
full orbital: 1/chi0 = -3.0315, 1/chi = -12.0315 eV
full orbital: U = 9.000 eV = 1.442e-18 J
sphere: chi0 = -0.24960, chi = -0.06289 1/eV
sphere: 1/chi0 = -4.0064, 1/chi = -15.9009 eV
sphere: U = 11.894 eV = 1.906e-18 J
only the count rescaled: U = 10.347 eV
truncated orbital, renormalized: U = 11.894 eV
truncated orbital, not renormalized: U = 15.720 eV
ligand kernel 4.0 eV, full orbital: U = 8.000 eV
hopping 1.0 eV: chi0 = -0.49382, chi = -0.09070 1/eV
hopping 1.0 eV, full orbital: U = 9.000 eV
two sites: levels A, B, p = [0.5 1.5 0. ] eV
two sites: hopping A-p, B-p = 1.5, 1.2 eV
two sites: kernel rows A, B, p (eV) = [[8.0, 1.5, 2.0], [1.5, 6.0, 2.0], [2.0, 2.0, 5.0]]
two sites: reference occupations A, B, p = [0.6 0.4 1. ]
two sites: R_A, R_B = 100, 120 pm
two sites: lam_A, lam_B = 0.8699, 0.9542
two sites, full: U_AA, U_BB, U_AB = 9.000, 7.000, 2.500 eV
two sites, sphere: U_AA, U_BB, U_AB = 11.894, 7.688, 3.012 eV
second radial function: bare level = 20.0 eV
second radial function: gap to occupied level = 20.631 eV
R (pm) | lam | s | eta | U rigid rule (eV) | U relaxed (eV)
80 | 0.6866 | 0.3693 | 0.0779 | 19.090 | 13.526
100 | 0.8699 | 0.2383 | 0.0202 | 11.894 | 10.792
120 | 0.9542 | 0.1156 | 0.0040 | 9.885 | 9.694
150 | 0.9924 | 0.0274 | 0.0002 | 9.139 | 9.130
+U, full orbital, U = 9.000 eV: d occupation = 0.8671
+U, sphere, same U = 9.000 eV: d occupation = 0.8253
+U, sphere, converted U = 11.894 eV: d occupation = 0.7791
level shift left after conversion = 0.6733 eV
penalty of a filled orbital per spin = 0.6733 eV
```
